# Berreman's Four-Component Propagation Equation Derived by Elimination and by Variation: a program that tests the result

```python
# Result under test: for fields exp(i k0 xi x - i omega t) in a medium eps(z),
#   d(Psi)/dz = i k0 Delta Psi,   Psi = (Ex, hy, Ey, -hx),   h = Z0 H,
# where Delta is the 4x4 matrix returned by berreman(eps, xi).
# eps: relative dielectric tensor (any complex 3x3, eps_zz nonzero);
# xi: tangential wavenumber / k0; k0 = 2 pi / vacuum wavelength.
# u = k0 z is the dimensionless depth.  Jones matrix J[out, in], order (p, s).
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.integrate import solve_ivp


def berreman(eps, xi):
    zz = eps[2, 2]
    red = eps - np.outer(eps[:, 2], eps[2, :]) / zz
    return np.array([
        [-xi * eps[2, 0] / zz, 1 - xi**2 / zz, -xi * eps[2, 1] / zz, 0],
        [red[0, 0], -xi * eps[0, 2] / zz, red[0, 1], 0],
        [0, 0, 0, 1],
        [red[1, 0], -xi * eps[1, 2] / zz, red[1, 1] - xi**2, 0]])


def full_field(psi, eps, xi):
    ez = -(xi * psi[1] + eps[2, 0] * psi[0] + eps[2, 1] * psi[2]) / eps[2, 2]
    return (np.array([psi[0], psi[2], ez]),
            np.array([-psi[3], psi[1], xi * psi[2]]))


def flux(psi):
    return np.real(psi[0] * np.conj(psi[1]) + psi[2] * np.conj(psi[3]))


def stack_matrix(eps_of_u, thickness, slices, xi):
    step = thickness / slices
    total = np.eye(4, dtype=complex)
    for j in range(slices):
        total = expm(1j * step * berreman(eps_of_u((j + 0.5) * step), xi)) @ total
    return total


def tangential(k, e):
    h = np.cross(k, e)
    return np.array([e[0], h[1], e[1], -h[0]], dtype=complex)


def ports(theta, n_sub):
    xi, c = np.sin(theta), np.cos(theta)
    q = np.sqrt(n_sub**2 - xi**2 + 0j)
    k_in, k_re, k_tr = [xi, 0, c], [xi, 0, -c], [xi, 0, q]
    s = [0, 1, 0]
    inc = np.column_stack([tangential(k_in, [c, 0, -xi]), tangential(k_in, s)])
    ref = np.column_stack([tangential(k_re, [-c, 0, -xi]), tangential(k_re, s)])
    tra = np.column_stack([tangential(k_tr, [q / n_sub, 0, -xi / n_sub]),
                           tangential(k_tr, s)])
    return inc, ref, tra


def jones(P, theta, n_sub):
    inc, ref, tra = ports(theta, n_sub)
    return np.linalg.solve(np.hstack([P @ ref, -tra]), -P @ inc)[:2]


def wave_matrix(eps, xi, q):
    k = np.array([xi, 0, q])
    return eps + np.outer(k, k) - (k @ k) * np.eye(3)


def jones_bulk_waves(eps, thickness, theta, n_sub):
    # independent road: plane waves of the 3x3 wave equation, no Delta
    xi = np.sin(theta)
    qs = np.linspace(-2, 2, 5)
    dets = np.array([np.linalg.det(wave_matrix(eps, xi, q)) for q in qs])
    roots = np.roots(np.polyfit(qs, dets, 4))
    waves = []
    for q in roots:
        e = np.linalg.svd(wave_matrix(eps, xi, q))[2][-1].conj()
        waves.append(tangential([xi, 0, q], e))
    T = np.column_stack(waves)
    inc, ref, tra = ports(theta, n_sub)
    zero = np.zeros((4, 2))
    A = np.vstack([np.hstack([ref, zero, -T]),
                   np.hstack([zero, -tra, T * np.exp(1j * roots * thickness)])])
    return np.linalg.solve(A, np.vstack([-inc, zero]))[:2]


# ---- symbolic elimination directly from the curl equations ----
x, z, k0s, xis = sp.symbols('x z k0 xi', nonzero=True)
names = ['Ex', 'Ey', 'Ez', 'hx', 'hy', 'hz']
funcs = [sp.Function('f' + n)(z) for n in names]
vals = [sp.Symbol(n) for n in names]
slopes = [sp.Symbol('d' + n) for n in names]
eps_s = np.array(sp.symbols('exx exy exz eyx eyy eyz ezx ezy ezz'),
                 dtype=object).reshape(3, 3)
wave = sp.exp(sp.I * k0s * xis * x)
Es = [f * wave for f in funcs[:3]]
hs = [f * wave for f in funcs[3:]]


def sym_curl(F):
    return [-sp.diff(F[1], z), sp.diff(F[0], z) - sp.diff(F[2], x),
            sp.diff(F[1], x)]


Ds = [sum(eps_s[i, j] * Es[j] for j in range(3)) for i in range(3)]
eqs = [a - sp.I * k0s * b for a, b in zip(sym_curl(Es), hs)]
eqs += [a + sp.I * k0s * b for a, b in zip(sym_curl(hs), Ds)]
to_slopes = {f.diff(z): s for f, s in zip(funcs, slopes)}
to_vals = dict(zip(funcs, vals))
eqs = [e.subs(x, 0).subs(to_slopes).subs(to_vals) for e in eqs]
unknowns = [slopes[0], slopes[4], slopes[1], slopes[3], vals[2], vals[5]]
sol = sp.solve(eqs, unknowns, dict=True)[0]
psi_s = np.array([vals[0], vals[4], vals[1], -vals[3]], dtype=object)
slope_s = [sol[slopes[0]], sol[slopes[4]], sol[slopes[1]], -sol[slopes[3]]]
delta_s = berreman(eps_s, xis)
for i in range(4):
    row = sum(delta_s[i, j] * psi_s[j] for j in range(4))
    assert sp.simplify(slope_s[i] - sp.I * k0s * row) == 0
E_s, h_s = full_field(psi_s, eps_s, xis)
assert sp.simplify(sol[vals[2]] - E_s[2]) == 0
assert sp.simplify(sol[vals[5]] - h_s[2]) == 0

# ---- general lossy, non-symmetric tensor: modes ----
theta = np.radians(70.0)
xi = np.sin(theta)
eps_gen = np.array([[2.4 + 0.05j, 0.15 + 0.08j, 0.2],
                    [0.15 - 0.08j, 2.7 + 0.03j, -0.1 + 0.04j],
                    [0.2 + 0.02j, -0.1 - 0.04j, 2.9 + 0.06j]])
for q in [-1.7, -0.4 + 0.3j, 0.2, 0.9 - 0.5j, 1.3, 2.1j]:
    left = np.linalg.det(wave_matrix(eps_gen, xi, q))
    right = eps_gen[2, 2] * np.linalg.det(q * np.eye(4) - berreman(eps_gen, xi))
    assert abs(left - right) < 1e-10 * (1 + abs(left))


# ---- graded tensor: Maxwell residuals, energy balance, slicing ----
def eps_graded(u):
    a = 0.3 + 0.8 * u
    c = np.array([np.cos(a) * 0.8, np.sin(a) * 0.8, 0.6])
    return eps_gen + 0.6 * np.outer(c, c)


depth = 2.0
ode = solve_ivp(
    lambda u, y: (1j * berreman(eps_graded(u), xi) @ y.reshape(4, 4)).ravel(),
    (0, depth), np.eye(4, dtype=complex).ravel(), method='DOP853',
    rtol=1e-12, atol=1e-13, max_step=0.05, dense_output=True)
assert ode.success
start = np.array([0.7, 1.1 - 0.2j, 0.4j, 0.5 + 0.1j])


def psi_at(u):
    return ode.sol(u).reshape(4, 4) @ start


def fields(xx, u):
    E, h = full_field(psi_at(u), eps_graded(u), xi)
    return np.array([E, h, eps_graded(u) @ E]) * np.exp(1j * xi * xx)


def slope(f, step=0.01):
    return (8 * (f(step) - f(-step)) - f(2 * step) + f(-2 * step)) / (12 * step)


residual = 0.0
for u0 in [0.31, 0.97, 1.63]:
    E, h, D = fields(0.2, u0)
    dx = slope(lambda s: fields(0.2 + s, u0))
    dz = slope(lambda s: fields(0.2, u0 + s))
    curl = [np.array([-dz[i, 1], dz[i, 0] - dx[i, 2], dx[i, 1]]) for i in (0, 1)]
    div = [dx[i, 0] + dz[i, 2] for i in (1, 2)]
    parts = np.concatenate([curl[0] - 1j * h, curl[1] + 1j * D, div])
    residual = max(residual, np.max(np.abs(parts)))
assert residual < 1e-6

nodes, weights = np.polynomial.legendre.leggauss(30)
absorbed = 0.0
for t, w in zip(nodes, weights):
    u = depth * (t + 1) / 2
    E = full_field(psi_at(u), eps_graded(u), xi)[0]
    loss = (eps_graded(u) - eps_graded(u).conj().T) / 2j
    absorbed += w * depth / 2 * np.real(E.conj() @ loss @ E)
flux_drop = flux(psi_at(0.0)) - flux(psi_at(depth))
assert abs(flux_drop - absorbed) < 1e-8 and absorbed > 1e-3

swap = np.kron(np.eye(2), np.array([[0, 1], [1, 0]]))
eps_herm = (eps_gen + eps_gen.conj().T) / 2
GH, GL = swap @ berreman(eps_herm, xi), swap @ berreman(eps_gen, xi)
assert np.allclose(GH, GH.conj().T, atol=1e-13)
assert np.max(np.abs(GL - GL.conj().T)) > 1e-2

P_ode = ode.y[:, -1].reshape(4, 4)
slice_err = [np.linalg.norm(stack_matrix(eps_graded, depth, n, xi) - P_ode)
             for n in (20, 40)]
slice_ratio = slice_err[0] / slice_err[1]
assert abs(slice_ratio - 4) < 0.15

# ---- worked example: tilted uniaxial polymerised nematic film on silicon ----
n_o, n_e, film_nm, lam_nm = 1.50, 1.70, 100.0, 633.0
tilt_deg, azim_deg, n_si = 30.0, 45.0, 3.88 + 0.02j
oxide_nm, n_oxide, rough_nm = 2.0, 1.46, 2.0
warm_K, dn_dT = 10.0, -1e-4
half_angle_deg, half_band_nm, molecule_nm = 0.5, 1.5, 2.0


def uniaxial(no, ne, tilt, azim):
    t, a = np.radians(tilt), np.radians(azim)
    c = np.array([np.cos(t) * np.cos(a), np.cos(t) * np.sin(a), np.sin(t)])
    return no**2 * np.eye(3) + (ne**2 - no**2) * np.outer(c, c)


def half_filled(e):
    b = (e + 1) / 2
    return (b + np.sqrt(b**2 + 8 * e)) / 4


def sample(angle=70.0, lam=lam_nm, tilts=(tilt_deg, tilt_deg), azim=azim_deg,
           shift=0.0, oxide=0.0, rough=0.0, scale=1.0):
    th, k0 = np.radians(angle), 2 * np.pi / lam
    s = np.sin(th)
    thick = k0 * (film_nm - rough / 2)

    def tensor(u):
        tilt = tilts[0] + (tilts[1] - tilts[0]) * u / thick
        return scale * uniaxial(n_o + shift, n_e + shift, tilt, azim)

    P = stack_matrix(tensor, thick, 1 if tilts[0] == tilts[1] else 60, s)
    if rough:
        e_half = half_filled(np.trace(tensor(0.0)) / 3)
        P = P @ expm(1j * k0 * rough * berreman(e_half * np.eye(3), s))
    if oxide:
        P = expm(1j * k0 * oxide * berreman(n_oxide**2 * np.eye(3), s)) @ P
    return jones(P, th, n_si)


def reading(cases):
    # beam averages of products of Jones elements; one case gives plain ratios
    J = np.array(cases)
    pp, sp_, ss = J[:, 0, 0], J[:, 1, 0], J[:, 1, 1]
    rho = np.mean(pp * ss.conj()) / np.mean(abs(ss)**2)
    cross = np.mean(sp_ * pp.conj()) / np.mean(abs(pp)**2)
    return np.array([np.degrees(np.arctan(abs(rho))),
                     np.degrees(np.angle(rho)) % 360, abs(cross)])


k0 = 2 * np.pi / lam_nm
eps_film = uniaxial(n_o, n_e, tilt_deg, azim_deg)
delta = berreman(eps_film, xi)
modes = np.sort(np.linalg.eigvals(delta).real)
q_ord = np.sqrt(n_o**2 - xi**2)
q_ext = np.roots([eps_film[2, 2], 2 * xi * eps_film[0, 2],
                  eps_film[0, 0] * xi**2 - n_o**2 * n_e**2])
assert np.allclose(modes, np.sort([q_ord, -q_ord, *q_ext]), atol=1e-10)

# reflection against the independent bulk-wave matching
J0 = sample()
road_gap = 0.0
for tensor in (eps_film, eps_gen):
    A = jones(expm(1j * k0 * film_nm * berreman(tensor, xi)), theta, n_si)
    B = jones_bulk_waves(tensor, k0 * film_nm, theta, n_si)
    road_gap = max(road_gap, np.max(np.abs(A - B)))
assert road_gap < 1e-9
assert np.allclose(J0, jones_bulk_waves(eps_film, k0 * film_nm, theta, n_si),
                   atol=1e-9)

# bare substrate against the Fresnel formulas
q_si = np.sqrt(n_si**2 - xi**2)
c0 = np.cos(theta)
bare = jones(np.eye(4), theta, n_si)
fresnel = np.diag([(n_si**2 * c0 - q_si) / (n_si**2 * c0 + q_si),
                   (c0 - q_si) / (c0 + q_si)])
assert np.allclose(bare, fresnel, atol=1e-12)

# a narrowing ramp of the tensor must tend to the abrupt interface
abrupt = jones_bulk_waves(eps_film, k0 * film_nm, theta, n_si)
P_film = expm(1j * k0 * film_nm * delta)
ramp_err = []
for w in (0.02, 0.01):
    ramp = stack_matrix(lambda u: np.eye(3) + (eps_film - np.eye(3)) * u / w,
                        w, 40, xi)
    ramp_err.append(np.linalg.norm(jones(P_film @ ramp, theta, n_si) - abrupt))
ramp_ratio = ramp_err[0] / ramp_err[1]
assert abs(ramp_ratio - 2) < 0.1

# energy: lossless film passes all flux that is not reflected
inc, ref, _ = ports(theta, n_si)
R = np.sum(np.abs(J0)**2, axis=0)
for col in (0, 1):
    top = inc[:, col] + ref @ J0[:, col]
    assert abs(flux(top) - c0 * (1 - R[col])) < 1e-12
    assert abs(flux(P_film @ top) - flux(top)) < 1e-12

# axis in the plane of incidence: no polarization conversion
cross_in_plane = abs(sample(azim=0.0)[1, 0])
assert cross_in_plane < 1e-12 and abs(J0[1, 0]) > 1e-4
e_mean = np.trace(eps_film) / 3
e_half = half_filled(e_mean)
assert abs((e_mean - e_half) / (e_mean + 2 * e_half)
           + (1 - e_half) / (1 + 2 * e_half)) < 1e-12

base = reading([J0])
nonlocal_scale = (k0 * molecule_nm)**2
angles = 70 + np.linspace(-half_angle_deg, half_angle_deg, 11)
lams = lam_nm + np.linspace(-half_band_nm, half_band_nm, 11)
effects = [
    ('yardstick: tilt +1 deg', [sample(tilts=(tilt_deg + 1, tilt_deg + 1))]),
    ('native oxide', [sample(oxide=oxide_nm)]),
    ('surface roughness', [sample(rough=rough_nm)]),
    ('tilt 25 (top) to 35 deg (bottom)', [sample(tilts=(25.0, 35.0))]),
    ('warming', [sample(shift=warm_K * dn_dT)]),
    ('beam convergence', [sample(angle=a) for a in angles]),
    ('spectral bandwidth', [sample(lam=v) for v in lams]),
    ('nonlocal response scale', [sample(scale=1 + nonlocal_scale)])]

print(f'wavelength {lam_nm:.0f} nm, incidence 70 deg, xi = {xi:.5f}')
print(f'film: n_o {n_o:.2f}, n_e {n_e:.2f}, thickness {film_nm:.0f} nm')
print(f'axis: tilt {tilt_deg:.0f} deg, azimuth {azim_deg:.0f} deg')
print(f'silicon index {n_si:.2f}; k0*d = {k0 * film_nm:.5f} rad')
for name, r in zip('xyz', eps_film):
    print(f'eps row {name}:', ' '.join(f'{v:9.5f}' for v in r))
for i, r in enumerate(delta):
    print(f'Delta row {i + 1}:', ' '.join(f'{v:9.5f}' for v in r))
print('modes q (units of k0):', ' '.join(f'{v:9.5f}' for v in modes))
print(f'ordinary q = +/- {q_ord:.5f}; extraordinary q =',
      ' '.join(f'{v:.5f}' for v in np.sort(q_ext.real)))
for label, v in [('r_pp', J0[0, 0]), ('r_ps (p out, s in)', J0[0, 1]),
                 ('r_sp (s out, p in)', J0[1, 0]), ('r_ss', J0[1, 1])]:
    print(f'{label} = {v.real:.5f} {v.imag:+.5f} i, modulus {abs(v):.5f}')
print(f'reflected power: p in {R[0]:.5f}, s in {R[1]:.5f}')
print(f'ellipsometric Psi = {base[0]:.3f} deg')
print(f'ellipsometric Delta = arg(r_pp/r_ss) = {base[1]:.3f} deg')
print(f'same Delta, exp(+i omega t) convention = {(-base[1]) % 360:.3f} deg')
print(f'|r_sp/r_pp| = {base[2]:.5f}')
print(f'|r_sp| with axis in plane of incidence = {cross_in_plane:.1e}')
print(f'oxide {oxide_nm:.0f} nm, index {n_oxide}; roughness {rough_nm:.0f} nm')
print(f'warming {warm_K:.0f} K at dn/dT {dn_dT:.0e} per K')
print(f'half-angle {half_angle_deg} deg; half-bandwidth {half_band_nm} nm')
print(f'molecule {molecule_nm:.0f} nm, (k0 a)^2 = {nonlocal_scale:.2e}')
print('changes: Psi (deg), Delta (deg), |r_sp/r_pp| (1e-3)')
for label, cases in effects:
    d = reading(cases) - base
    d[1] = (d[1] + 180) % 360 - 180
    print(f'  {label}: {d[0]:+.4f}, {d[1]:+.4f}, {1e3 * d[2]:+.4f}')
print(f'silicon 1/e power depth = {1 / (2 * k0 * q_si.imag) / 1000:.2f} um')
print(f'largest Maxwell residual, graded medium = {residual:.1e}')
print(f'absorbed flux: drop {flux_drop:.8f}, integral {absorbed:.8f}')
print(f'slice error ratio on halving the step = {slice_ratio:.3f}')
print(f'ramp error ratio on halving the width = {ramp_ratio:.3f}')
print(f'largest gap to bulk-wave matching = {road_gap:.1e}')
print('all tests passed')
```

Output:

```
wavelength 633 nm, incidence 70 deg, xi = 0.93969
film: n_o 1.50, n_e 1.70, thickness 100 nm
axis: tilt 30 deg, azimuth 45 deg
silicon index 3.88+0.02j; k0*d = 0.99260 rad
eps row x:   2.49000   0.24000   0.19596
eps row y:   0.24000   2.49000   0.19596
eps row z:   0.19596   0.19596   2.41000
Delta row 1:  -0.07641   0.63360  -0.07641   0.00000
Delta row 2:   2.47407  -0.07641   0.22407   0.00000
Delta row 3:   0.00000   0.00000   0.00000   1.00000
Delta row 4:   0.22407  -0.07641   1.59104   0.00000
modes q (units of k0):  -1.41493  -1.16918   1.16918   1.26211
ordinary q = +/- 1.16918; extraordinary q = -1.41493 1.26211
r_pp = -0.44181 +0.17678 i, modulus 0.47586
r_ps (p out, s in) = 0.02924 -0.08094 i, modulus 0.08606
r_sp (s out, p in) = 0.02832 +0.02779 i, modulus 0.03967
r_ss = -0.29802 -0.31915 i, modulus 0.43666
reflected power: p in 0.22802, s in 0.19808
ellipsometric Psi = 47.460 deg
ellipsometric Delta = arg(r_pp/r_ss) = 291.232 deg
same Delta, exp(+i omega t) convention = 68.768 deg
|r_sp/r_pp| = 0.08337
|r_sp| with axis in plane of incidence = 0.0e+00
oxide 2 nm, index 1.46; roughness 2 nm
warming 10 K at dn/dT -1e-04 per K
half-angle 0.5 deg; half-bandwidth 1.5 nm
molecule 2 nm, (k0 a)^2 = 3.94e-04
changes: Psi (deg), Delta (deg), |r_sp/r_pp| (1e-3)
  yardstick: tilt +1 deg: -0.0182, -0.0286, -2.1003
  native oxide: +1.9155, +0.5305, +3.7019
  surface roughness: -0.0600, -0.1443, -1.9977
  tilt 25 (top) to 35 deg (bottom): +0.2723, +0.4875, +9.7623
  warming: -0.0692, -0.1301, -0.0999
  beam convergence: -0.0067, +0.0241, -0.0320
  spectral bandwidth: -0.0002, +0.0001, +0.0008
  nonlocal response scale: +0.0212, +0.0404, +0.0466
silicon 1/e power depth = 2.44 um
largest Maxwell residual, graded medium = 4.0e-09
absorbed flux: drop 0.05838675, integral 0.05838675
slice error ratio on halving the step = 4.002
ramp error ratio on halving the width = 2.002
largest gap to bulk-wave matching = 3.7e-14
all tests passed
```
